# Hubbard U from Linear Response: Total Curvature Minus Band Curvature

## 1. Result

Let $n_I$ be the number of electrons, both spins counted, in a chosen localized orbital $\varphi_I$. Add a small potential $\sum_I\alpha_I P_I$ with $P_I=|\varphi_I\rangle\langle\varphi_I|$, and measure two response matrices:

- $\chi_{IJ}=dn_I/d\alpha_J$, with the density and the Hartree-exchange-correlation (Hxc) potential fully relaxed;
- $\chi^0_{IJ}$, the same derivative with the Hxc potential frozen at its unperturbed value.

Where both are invertible, the effective interaction is

$$U=\chi_0^{-1}-\chi^{-1}. \tag{1}$$

It is the curvature of the total energy as a function of the occupations, minus the curvature that the band energy has at frozen potential. It also equals the Hxc kernel screened by all density changes that leave the $n_I$ fixed. The bare kernel between occupations is recovered if the induced potential acts through the occupations alone.

The assumptions are zero temperature, a gapped and non-degenerate ground state that is a stable minimum of an approximate functional $E[D]$ of the density matrix $D$, fixed projectors, and real orbitals. The functional contains no Hubbard term. Equations are in Hartree atomic units and energies of the example in eV.

## 2. Inverse responses are curvatures

Define the lowest energy in the presence of the shifts,

$$G(\alpha)=\min_D\Big\{E[D]+\sum_I\alpha_I\,\mathrm{Tr}(DP_I)\Big\}.$$

At the minimum, the change of $D$ does not contribute to first order, so $\partial G/\partial\alpha_I=n_I$. The energy without the shift term, expressed through the occupations, is

$$E(n)=G(\alpha)-\sum_I\alpha_I n_I .$$

Differentiate, remembering that $\alpha$ depends on $n$:

$$\frac{\partial E}{\partial n_I}=\sum_J n_J\frac{\partial\alpha_J}{\partial n_I}-\alpha_I-\sum_J n_J\frac{\partial\alpha_J}{\partial n_I}=-\alpha_I .$$

A second derivative gives

$$\frac{\partial^2E}{\partial n_I\partial n_J}=-\frac{\partial\alpha_I}{\partial n_J}=-(\chi^{-1})_{IJ}. \tag{2}$$

For each fixed $D$ the bracket in $G$ is linear in $\alpha$. A minimum over linear functions is concave, so $\chi=\partial^2G/\partial\alpha^2$ has no positive eigenvalue, and the curvature (2) is positive. Raising an orbital's energy empties it.

Now replace $E[D]$ by the band energy $\mathrm{Tr}(DF_0)$, where $F_0$ is the converged Kohn-Sham Hamiltonian of the unperturbed system. The argument is unchanged, and its response is $\chi_0$:

$$\frac{\partial^2E_{\rm band}}{\partial n_I\partial n_J}=-(\chi_0^{-1})_{IJ}. \tag{3}$$

This is the cost of rehybridization: forcing charge into an orbital mixes empty states into occupied ones, even if electrons do not respond to each other. Equation (2) minus equation (3) is equation (1).

## 3. The response written out

Take one doubly occupied orbital $g$ and empty orbitals $a$, with gaps $\Delta_a=\varepsilon_a-\varepsilon_g$. With several occupied orbitals, the index $a$ becomes an occupied-empty pair and the algebra below stands.

A weak potential $w$ with elements $w_a=\langle a|w|g\rangle$ changes $g$ by $\sum_a x_a|a\rangle$, where $x_a=-w_a/\Delta_a$. Hence

$$\delta D=2\sum_a x_a\big(|a\rangle\langle g|+|g\rangle\langle a|\big),\qquad \delta n_I=\sum_a 4x_a\,p_{aI},\qquad p_{aI}=\langle a|P_I|g\rangle .$$

The factor 4 is two spins times two equal cross terms. With $y_a=4x_a$,

$$y=X_0w,\qquad X_0=-\mathrm{diag}(4/\Delta_a),\qquad \delta n=p^Ty .$$

The density change is $\delta\rho(\mathbf r)=\sum_b y_b\,b(\mathbf r)g(\mathbf r)$. It induces a potential with elements $(Ky)_a$, where

$$K_{ab}=\iint a(\mathbf r)g(\mathbf r)\,f_{\rm Hxc}(\mathbf r,\mathbf r')\,b(\mathbf r')g(\mathbf r')\,d\mathbf r\,d\mathbf r' .$$

At frozen potential $w=p\alpha$, so $\chi_0=p^TX_0p$. With self-consistency $w=p\alpha+Ky$, so

$$y=X_0(p\alpha+Ky),\qquad \chi=p^T(X_0^{-1}-K)^{-1}p. \tag{4}$$

**A bound on the band curvature.** For a single site let $q=n_1/2=\langle g|P_1|g\rangle$. Since the empty orbitals and $g$ form a complete set, and $P_1^2=P_1$,

$$\sum_a p_{a1}^2=\langle g|P_1(1-|g\rangle\langle g|)P_1|g\rangle=q-q^2 .$$

Replacing every gap by the smallest gives $|\chi^0_{11}|\le 4q(1-q)/\Delta_{\min}$, or

$$-1/\chi^0_{11}\ \ge\ \Delta_{\min}/[4q(1-q)]. \tag{5}$$

The band curvature diverges as the orbital becomes full or empty. By (4), $\chi_{11}$ becomes small as well, so a small absolute error in a measured occupation change gives a large error in $U$.

## 4. What the difference contains

Define the frozen-potential density change per unit occupation,

$$B=X_0p\,\chi_0^{-1},\qquad p^TB=\chi_0\chi_0^{-1}=1,$$

and split the bare response into

$$X_0=X_r+B\chi_0B^T,\qquad p^TX_r=p^TX_0-p^TX_0p\,\chi_0^{-1}p^TX_0=0 .$$

So $X_r$ is the response that leaves all chosen occupations unchanged. By symmetry $X_rp=0$ too. Insert the split in (4), using $B^Tp=1$:

$$y=X_rKy+B\chi_0\big(\alpha+B^TKy\big).$$

Multiply by $p^T$. The first term vanishes, leaving $\delta n=\chi_0(\alpha+B^TKy)$. The last term of the equation for $y$ is therefore $B\,\delta n$, and

$$y=(1-X_rK)^{-1}B\,\delta n .$$

Put this back into $\chi_0^{-1}\delta n=\alpha+B^TKy$ and use $\alpha=\chi^{-1}\delta n$:

$$\boxed{\,U=\chi_0^{-1}-\chi^{-1}=B^TW_rB,\qquad W_r=K(1-X_rK)^{-1}\,} \tag{6}$$

The inverse exists for a stable ground state. Suppose $z=X_rKz$. Then $p^Tz=0$, and by the definition of $X_r$, $z=X_0(Kz-p\lambda)$ for some $\lambda$. Multiplying by $z^TX_0^{-1}$ gives $z^T(X_0^{-1}-K)z=-z^Tp\lambda=0$. Stability means that $-X_0^{-1}+K$ is positive definite, so $z=0$.

**Occupation-only interaction.** If $K=p\,k\,p^T$, then $X_rK=0$, $W_r=K$, and $U=B^Tp\,k\,p^TB=k$. In this case equation (1) returns the interaction that was put in. In general $U$ depends on the projectors, on the functional, and on which occupations are held, since these decide what may screen.

**Bounds for one constrained site.** To second order the band energy is $2\sum_a\Delta_ax_a^2=\tfrac12y^TAy$ with $A=-X_0^{-1}$, and the total energy is $\tfrac12y^T(A+K)y$. Let $b_0$ and $b$ minimize these at $p^Ty=1$; here $b_0=B$. By (2) and (3) the minima give

$$-1/\chi_0=b_0^TAb_0,\qquad -1/\chi=b^T(A+K)b .$$

Using $b_0$ as a trial in the second problem, and $b$ in the first, yields

$$b^TKb\ \le\ U\ \le\ b_0^TKb_0. \tag{7}$$

The upper bound is the unscreened kernel in the frozen-potential density shape. Screening lowers it.

## 5. H$_2$: one site constrained

The example is H$_2$ at a chosen bond length of 1.40 bohr (0.0741 nm), in spin-restricted LDA with the cc-pVTZ basis. The $\varphi_I$ are the free-atom 1s orbitals of the two atoms, symmetrically orthogonalized. One site is shifted by $\pm0.10$ and $\pm0.20$ eV. Central differences at steps $s$ and $2s$ have errors proportional to $s^2$ and $4s^2$, so the combination $[4\chi(s)-\chi(2s)]/3$ cancels them. The results are

$$\chi^0_{11}=-0.07326\ \mathrm{eV}^{-1},\qquad \chi_{11}=-0.04877\ \mathrm{eV}^{-1}.$$

Therefore

$$U_{\rm site}=-13.65+20.50=6.85\ \mathrm{eV}=0.252\ \text{hartree}.$$

Two thirds of the total curvature, 13.65 of 20.50 eV, is band curvature. Taking the total curvature for the interaction would overstate $U_{\rm site}$ by a factor of three.

Four tests bear on the derivation.

- Curvatures fitted to energies alone, as functions of $n_1$, are 13.650 eV (band) and 20.504 eV (total). They agree with the inverse responses, as (2) and (3) require.
- Equation (6), built from the kernel and the orbitals without any finite shift, gives 6.855 eV against 6.854 eV from the shifts.
- The bounds (7) are 6.36 and 7.37 eV, and $U_{\rm site}$ lies between them.
- If the Hxc response is replaced by a potential $k(n_1-n_1^{(0)})P_1$ with $k=5.000$ eV, solved self-consistently, equation (1) returns 5.000 eV.

The bound (5) is also met. With $n_1=0.985$, $4q(1-q)=n_1(2-n_1)=0.9998$, and the smallest gap in this basis is 11.4 eV, so the band curvature computed in it must be at least 11.4 eV.

For comparison, moving charge rigidly from $\varphi_1^2$ to $\varphi_2^2$ has the Hartree curvature $J_{11}+J_{22}-2J_{12}=2(19.22-11.59)=15.26$ eV. The upper bound of 7.37 eV is about half of that. The difference is the combined effect of the exchange-correlation kernel and of the different shape of the actual density change; the two parts were not separated. Screening at fixed $n_1$ then removes another 0.5 eV.

## 6. Both sites constrained

In the calculation above the second atom was free to take up the charge, and it did: $\chi_{21}=0.0475$ eV$^{-1}$ nearly cancels $\chi_{11}$. The full $2\times2$ matrix answers another question, namely the curvature when both occupations are prescribed. By mirror symmetry its eigenvectors are the sum and the transfer of charge, with eigenvalues $\chi_\pm=\chi_{11}\pm\chi_{21}$. Thus

$$U_{11}\pm U_{12}=1/\chi^0_\pm-1/\chi_\pm .$$

For the transfer mode,

$$U_{11}-U_{12}=-\frac{1}{0.1449}+\frac{1}{0.0963}=-6.90+10.38=3.48\ \mathrm{eV}.$$

For the sum mode, $\chi^0_+=-0.00162$ and $\chi_+=-0.00123$ eV$^{-1}$, which gives $U_{11}+U_{12}\approx197$ eV. Hence $U_{11}\approx100$ eV and $U_{12}\approx97$ eV in this basis. These two values are not converged with respect to the basis: $U_{11}+U_{12}$ is about 163, 186 and 182 eV in cc-pVDZ, cc-pVQZ and aug-cc-pVTZ, while $U_{11}-U_{12}$ stays between 3.46 and 3.48 eV.

These large values follow from an inert mode. Let $P=P_1+P_2$ and $q=\langle g|P|g\rangle=1.9696/2=0.9848$. The argument that led to (5), with the factor $\tfrac12$ from normalizing the sum mode, gives

$$|\chi^0_+|\le\frac{2q(1-q)}{\Delta_{\min}}=\frac{2(0.0150)}{11.4}=0.0026\ \mathrm{eV}^{-1}.$$

The two 1s orbitals hold 98.5% of the electrons, so their joint occupation can hardly change. To alter it by one unit would take a huge distortion of the density, and $B$ in (6) is that distortion. An error of 1% in $\chi^0_+$ alone would move $1/\chi^0_+$ by 6 eV. If the projectors held all the electrons, $q$ would be 1, both $\chi_+$ and $\chi^0_+$ would vanish, and $U_{11}$ would be undefined while $U_{11}-U_{12}$ survived.

The two calculations are connected by $\chi_{11}=(\chi_++\chi_-)/2$. Neglecting the small $\chi_+$ and $\chi^0_+$,

$$U_{\rm site}\approx\frac{2}{\chi^0_-}-\frac{2}{\chi_-}=2(U_{11}-U_{12})=6.96\ \mathrm{eV},$$

within 2% of the direct 6.85 eV. With these orthogonalized projectors the single-site number therefore measures, to a good approximation, the interaction part of the cost of charge transfer between the atoms. It is not the self-repulsion of an isolated 1s shell.

## 7. Dependence on the projectors

With the same molecule and functional, but with free-atom 1s orbitals that are not orthogonalized, $U_{\rm site}$ becomes 14.44 eV. This can be traced. Let $S$ be the overlap of the two atomic orbitals $\phi_1,\phi_2$ and $\phi_\pm=(\phi_1\pm\phi_2)/\sqrt{2(1\pm S)}$. Solving for $\phi_{1,2}$,

$$\phi_{1,2}=\sqrt{\tfrac{1+S}{2}}\,\phi_+\pm\sqrt{\tfrac{1-S}{2}}\,\phi_- ,$$

$$|\phi_1\rangle\langle\phi_1|-|\phi_2\rangle\langle\phi_2|=\sqrt{1-S^2}\,\big(|\phi_+\rangle\langle\phi_-|+|\phi_-\rangle\langle\phi_+|\big),$$

$$|\phi_1\rangle\langle\phi_1|+|\phi_2\rangle\langle\phi_2|=(1+S)|\phi_+\rangle\langle\phi_+|+(1-S)|\phi_-\rangle\langle\phi_-| .$$

The orthogonalized orbitals correspond to $S=0$ with the same $\phi_\pm$. Responses are quadratic in $p$, and $g$ is even, so dropping the orthogonalization multiplies $\chi_-$ and $\chi^0_-$ by $1-S^2$, and $\chi_+$ and $\chi^0_+$ by $(1+S)^2$.

For exact 1s functions, spheroidal coordinates give

$$S=\frac{R^3}{2}\int_1^\infty\!\Big(\xi^2-\frac13\Big)e^{-R\xi}d\xi=\Big(1+R+\frac{R^2}{3}\Big)e^{-R}=0.753$$

at $R=1.4$. The factors are 0.433 and 3.07, so

$$\chi^0_{11}=-\tfrac12(0.433\times0.1449+3.07\times0.00162)=-0.03386\ \mathrm{eV}^{-1},$$

and likewise $\chi_{11}=-0.02274$ eV$^{-1}$. The difference of inverses is 14.4 eV, as found. The physics of the molecule has not changed; what is counted as the charge on a site has. A value of $U$ must be used with the projectors for which it was computed.

The two other changes tried, of functional and of basis, matter far less here. At fixed bond length and orthogonalized projectors, PBE gives 6.83 eV, and LDA in the smaller cc-pVDZ basis gives 6.79 eV. The larger cc-pVQZ and aug-cc-pVTZ bases both give 6.83 eV, and 14.3 eV for the non-orthogonalized orbitals, so the last digit of the cc-pVTZ values is not converged.

## 8. Stretching the bond

The single-site results, in eV, with LDA and cc-pVTZ held fixed, are:

| Bond (nm) | Band | Total | $U_{\rm site}$ | FCI total |
|---|---|---|---|---|
| 0.074 | 13.65 | 20.50 | 6.85 | 21.30 |
| 0.106 | 8.98 | 17.46 | 8.48 | 18.92 |
| 0.138 | 5.88 | 15.81 | 9.92 | 19.98 |

The band curvature falls by more than half while $U_{\rm site}$ rises by 45%. For these orthogonalized projectors the total curvature, which falls, does not show the direction in which $U_{\rm site}$ changes. That direction itself depends on the projectors. At 0.138 nm (2.60 bohr) the overlap formula of Section 7 gives $S=0.435$ and $1-S^2=0.811$. Neglecting the sum mode, the non-orthogonalized orbitals then have $U_{\rm site}\approx9.92/0.811=12.2$ eV, which is less than their 14.4 eV at the shortest bond. The calculation does not separate the causes of the rise in $U_{\rm site}$.

The last column is the total curvature from full configuration interaction (FCI) in the same basis. It is not corrected for the incompleteness of the basis or for nuclear motion. In cc-pVQZ or aug-cc-pVTZ the FCI value falls by about 0.04 eV at the shortest bond and 0.2 eV at the longest, $U_{\rm site}$ falls by 0.02 to 0.05 eV, and the 21% quoted next becomes 20%; the trends are unchanged. With these projectors, LDA lies below it by 4% at the shortest bond and by 21% at the longest. Subtracting the band term cannot repair such an error: $U$ describes the functional used.

A two-site model shows how the difference between LDA and FCI can grow. Let the hopping be $-t$ and the on-site repulsion $u\,n_\uparrow n_\downarrow$. In spin-restricted mean field the gap is $2t$ and $p=\tfrac12$, so $-1/\chi_0=2t$. The interaction energy $u(n_1^2+n_2^2)/4$ with $n_2=2-n_1$ has curvature $u$, so the total is $2t+u$, which tends to $u$ as $t\to0$.

For the true ground state at $t\ll u$, first-order mixing puts amplitude $2t/u$ on the even ionic state. The operator $n_1-1$ gives zero on the covalent state and turns the even ionic state into the odd one, at energy $u$. Second-order perturbation theory gives, to leading order,

$$\chi\approx-\frac{2(2t/u)^2}{u}=-\frac{8t^2}{u^3},\qquad -\frac1\chi\approx\frac{u^3}{8t^2}.$$

Correlated electrons sit one per atom and resist transfer ever more strongly, while the restricted mean field stays soft. The FCI column, which turns upward at the longest bond, is consistent with this mechanism only qualitatively. The table does not reach $t\ll u$: reading the band curvature as $2t$ and $U_{\rm site}$ as $u$ gives $t/u=0.30$ at 0.138 nm, where the leading-order formula does not apply and the exactly solved model gives 36 eV against the FCI value of 20 eV.

## 9. Use in DFT+U and in device materials

Subtracting $\tfrac12U(n_1-n_1^{(0)})^2$ from the functional changes the total curvature to $-1/\chi-U=-1/\chi_0$. The response $\chi_{11}$ then equals the bare $\chi^0_{11}$: the interaction curvature is removed and the band curvature stays. Other responses, such as $\chi_{21}$ and the shape of the density change, do not become bare, since screening at fixed $n_1$ remains. The usual correction for one orbital, $\tfrac U2\sum_\sigma n_\sigma(1-n_\sigma)$, does this only in part when both spins move together. With $n_\sigma=n/2$ it equals $\tfrac U2(n-n^2/2)$, whose curvature is $-U/2$.

Neither $U_{\rm site}$ nor $U_{11}$ of H$_2$ can be transferred to a device material, where $U$ must be computed anew. Two points need attention there. A nearly full or nearly empty orbital responds very little, so small absolute errors in its occupation give large errors in $U$. Strong overlap with neighbours can make the effect of the projector choice large: it changed $U_{\rm site}$ by a factor of 2.1 here, and its size in a given oxide must be computed for that oxide. In a crystal the shifted atom must also sit in a cell large enough that its periodic images do not respond together. In metals the gap assumed here is absent, and the response has to be shown to be linear in the shift before (1) is applied.

The numerical output below lists the main values used.

## Values computed for the example and the checks

```
H2, spin-restricted LDA, cc-pVTZ, orthogonalized 1s projectors
bond length: 1.40 bohr = 0.0741 nm
shifts used: +-0.10 and +-0.20 eV
occupation of site 1: 0.9848; of both: 1.9696 electrons
gap to lowest virtual orbital: 11.415 eV
One site constrained:
  chi0_11 = -0.07326 per eV
  chi_11  = -0.04877 per eV
  chi0_21 = 0.07164 per eV
  chi_21  = 0.04754 per eV
  band curvature  -1/chi0 = 13.650 eV
    from band energies    = 13.650 eV
  total curvature -1/chi  = 20.504 eV
    from total energies   = 20.504 eV
  U_site, finite shifts   = 6.854 eV = 0.25190 hartree
  U_site, kernel formula  = 6.855 eV
  lower bound b^T K b     = 6.359 eV
  upper bound b0^T K b0   = 7.370 eV
Both sites constrained:
  sum mode: chi0 = -0.001619, chi = -0.001228 per eV
  transfer mode: chi0 = -0.14490, chi = -0.09631 per eV
  U11+U12 = 196.75 eV
  U11-U12 = 3.482 eV; twice this = 6.963 eV
  U11 = 100.11 eV
  U12 = 96.63 eV
Hartree integrals: J11 = 19.221 eV, J12 = 11.591 eV
  2(J11-J12) = 15.259 eV
Occupation-only model: input 5.000 eV, found 5.000 eV
Bond scan, one site constrained, LDA (FCI = full CI, same basis):
  0.0741 nm: band 13.650, total 20.504, U_site 6.855, FCI total 21.302 eV
  0.1058 nm: band 8.980, total 17.455, U_site 8.475, FCI total 18.922 eV
  0.1376 nm: band 5.883, total 15.805, U_site 9.922, FCI total 19.975 eV
Sensitivity of U_site at the reference bond length:
  PBE instead of LDA: 6.832 eV
  cc-pVDZ instead of cc-pVTZ: 6.790 eV
  non-orthogonalized 1s projectors: 14.440 eV
```
